# Why an Exponential Sputter Tail Does Not Prove Pipe Diffusion

A thin tracer layer, buried 80 nm deep in a model oxide without a single dislocation, is annealed for two hours and profiled by sputtering. On its deep side the logarithm of the signal falls on a straight line with a decay length of 4.00 nm, and this tail stands 2.46 times higher than before the anneal. Read as diffusion along dislocations, the slope gives a pipe diffusivity of \(1.28\times10^{-15}\) cm²/s, 64 times that of the lattice. There are no pipes in the sample. Where do the straight line and its growth come from?

## The belief and its appeal

The belief is this: lattice diffusion from a thin layer gives a Gaussian, whose logarithm bends down ever more steeply, so a straight tail on a logarithmic plot must come from a faster path, such as dislocation cores.

The first half is correct, and pipes do produce exponentials. Let a tracer atom in a pipe move along the depth axis with diffusivity \(D_p\) and leave the pipe at a constant rate \(k\). The probability density of a trip of duration \(\tau\) is \(k e^{-k\tau}\), and the displacement during it is Gaussian with variance \(2D_p\tau\), whose Fourier transform is \(e^{-D_pq^2\tau}\). Averaging over durations gives

\[
\int_0^\infty k e^{-k\tau}e^{-D_pq^2\tau}\,d\tau=\frac{k}{k+D_pq^2}=\frac{1}{1+L^2q^2},\qquad L=\sqrt{D_p/k}.
\]

This is the transform of a two-sided exponential, as direct integration confirms:

\[
\int_{-\infty}^{\infty}\frac{e^{-|x|/L}}{2L}e^{-iqx}dx=\frac{1}{2L}\left[\frac{1}{1/L+iq}+\frac{1}{1/L-iq}\right]=\frac{1}{1+L^2q^2}.
\]

So pipes imply an exponential tail. The belief needs the converse, that an exponential tail implies pipes, and this fails because the measurement makes exponentials of its own.

## What the beam does to a sharp layer

The ion beam removes atoms and also stirs those beneath the surface. Take the simplest description: a zone of constant thickness \(w\) below the receding surface is mixed instantly and uniformly, and the signal comes from the outermost atoms. Let \(z\) be the eroded depth, \(c(z)\) the tracer concentration in the zone and \(C_{\rm in}\) that in the untouched solid. When the surface recedes by \(dz\), the zone takes in \(C_{\rm in}(z+w)\,dz\) at its lower edge and loses \(c\,dz\) at the top. Its content is \(wc\), hence

\[
w\frac{dc}{dz}=C_{\rm in}(z+w)-c .
\]

Put a sharp marker of unit areal dose at depth \(z_0\) and write \(x=z-z_0\). Nothing is recorded until the lower edge of the zone reaches the marker, at \(x=-w\). There \(c\) jumps to \(1/w\), and with nothing more coming in, it decays:

\[
R(x)=\frac1w e^{-(x+w)/w}\quad(x>-w),\qquad R(x)=0\quad(x<-w).
\]

The physics is dilution: each removed layer carries off a fixed fraction of what remains in the zone. In terms of \(y=x+w\), this is an exponential distribution of mean \(w\) and variance \(w^2\). The mean of \(x\) is therefore zero: the marker appears early and lingers, but its centroid is not displaced.

Surface roughness spreads the response by a Gaussian of standard deviation \(\sigma\). Later the Gaussian will also contain diffusion, so let its standard deviation be \(s\), and let the exponential have a general length \(\ell\):

\[
E(y;s,\ell)=\int_0^\infty \frac{e^{-u/\ell}}{\ell}\,\frac{e^{-(y-u)^2/2s^2}}{\sqrt{2\pi}\,s}\,du .
\]

Completing the square in the exponent gives

\[
-\frac u\ell-\frac{(y-u)^2}{2s^2}=-\frac{\left(u-y+s^2/\ell\right)^2}{2s^2}+\frac{s^2}{2\ell^2}-\frac y\ell .
\]

The last two terms do not depend on \(u\), and the remaining half-line Gaussian integral is a complementary error function:

\[
E(y;s,\ell)=\frac{1}{2\ell}\exp\!\left(\frac{s^2}{2\ell^2}-\frac y\ell\right)\operatorname{erfc}\!\left(\frac{s/\ell-y/s}{\sqrt2}\right).
\]

Once \(y\) exceeds \(s^2/\ell\) by a few \(s\), the error function factor is 2 and

\[
E\simeq\frac1\ell\exp\!\left(\frac{s^2}{2\ell^2}-\frac y\ell\right).
\]

The unannealed control is \(C(x)=E(x+w;\sigma,w)\). With \(w=4\) nm and \(\sigma=1.5\) nm its variance is \(16+2.25=18.25\) nm², and a straight-line fit from \(x=25\) to 45 nm returns 4.00 nm. This sample has never been heated.

## Why the tail grows without pipes

Lattice diffusion with diffusivity \(D\) for a time \(t\) turns the marker into a Gaussian of variance \(2Dt\). The free surface is taken to be far away, and the response to be linear, independent of depth and unchanged by the anneal. Convolving two Gaussians adds their variances, so the measured profile has the same form as the control, with \(\sigma^2\) replaced by \(\sigma^2+2Dt\). The deep slope is still \(1/w\), but the height changes:

\[
\frac{M_{\rm lattice}}{C}\to\frac{\exp[(\sigma^2+2Dt)/2w^2]}{\exp[\sigma^2/2w^2]}=\exp\!\left(\frac{Dt}{w^2}\right).
\]

The reason is an unequal weighting. An atom that has moved deeper by \(u\) raises the tail at a given depth by \(e^{u/w}\), while one that has moved as far towards the surface lowers its share by \(e^{-u/w}\). The average of the two, \(\cosh(u/w)\), exceeds one.

For \(D=2\times10^{-17}\) cm²/s \(=2\times10^{-3}\) nm²/s and \(t=7200\) s, \(Dt=14.4\) nm². The predicted factor is \(e^{14.4/16}=e^{0.9}=2.46\), which is the growth found at the outset. The straight part begins a few \(s=\sqrt{31.05}=5.6\) nm beyond \(y=31.05/4=7.8\) nm. Above it lies a Gaussian-like core. The deep side of the curve thus resembles lattice diffusion plus pipes, and the tail even rises with annealing. The shallow side does not: pipes would leave an exponential tail there too, and the mixing of this model leaves none. The height is a second warning. If a fraction \(f\) of the atoms made pipe trips with \(L=w\) and the instrument were perfect, the deep tail would be \((f/2w)\,e^{Dt/w^2-x/w}\). Matching the measured \((1/w)\,e^{\sigma^2/2w^2+Dt/w^2-1-x/w}\) needs \(f=2e^{\sigma^2/2w^2-1}=0.79\), most of the tracer.

The false diffusivity follows from setting \(L=w\) in \(D_p=kL^2\). As an order-of-magnitude estimate take \(k=D/a^2\), with pipe radius \(a=0.5\) nm, which gives \(8\times10^{-3}\) s⁻¹. Then \(D_p=8\times10^{-3}\times16=0.128\) nm²/s \(=1.28\times10^{-15}\) cm²/s. The control has the same slope and, with the same \(k\), would yield the same "diffusivity" for an anneal that never took place.

A tracer layer deposited on the surface makes the ambiguity complete. The beam mixes it into the zone at once, and the balance equation gives \(e^{-z/w}/w\). With a perfect instrument and pipe trips alone, a reflecting surface folds the two-sided exponential into \(e^{-z/L}/L\). For \(L=w\) the curves are identical. As a test, a layer was sputtered numerically in cells of 0.005 nm, by averaging the zone, removing the top cell and repeating. The result was compared with a direct average of Gaussians over trip durations. Between 2 and 30 nm they differed by at most 0.46 %. In this idealized case no analysis of the single curve, however refined, can tell which process made it.

## What the control supplies

Let \(S\) be the profile as deposited, \(R\) the full instrument response and \(K\) the distribution of displacements during the anneal. The control records \(C=R\otimes S\). The annealed sample records

\[
M=R\otimes(S\otimes K)=(R\otimes S)\otimes K=C\otimes K .
\]

Neither \(R\) nor \(S\) is needed separately: a finite marker thickness, for instance, is already contained in \(C\). Without \(C\), or an equally good measurement of the response in the same material, the deep tail alone cannot be divided between beam and anneal. The asymmetry of a buried marker's profile gives a hint, since pipes act on both sides, but turning it into numbers requires knowing the shape of the response.

Now let real pipes be present. A fraction \(f\) of the tracer atoms makes one pipe trip, much shorter than the anneal, and all atoms also diffuse in the lattice. With \(G\) a Gaussian of variance \(2Dt\),

\[
K=G\otimes\left[(1-f)\,\delta(x)+f\,\frac{e^{-|x|/L}}{2L}\right].
\]

To convolve the pipe part with the mixing exponential, use the transform \(\int e^{py}(\dots)\,dy\) for small \(p\). It turns a one-sided exponential of length \(\ell\) into \(1/(1-\ell p)\) and the two-sided one into \(1/(1-L^2p^2)\). Write the product as

\[
\frac{1}{(1-wp)(1-Lp)(1+Lp)}=\frac{A}{1-wp}+\frac{B}{1-Lp}+\frac{B'}{1+Lp}.
\]

Multiplying by each denominator in turn and setting \(p=1/w\), \(1/L\) and \(-1/L\) gives

\[
A=\frac{w^2}{w^2-L^2},\qquad B=\frac{L}{2(L-w)},\qquad B'=\frac{L}{2(L+w)} .
\]

With \(s^2=\sigma^2+2Dt\), the measured profile is therefore

\[
M=(1-f+fA)\,E(y;s,w)+f\left[B\,E(y;s,L)+B'E(-y;s,L)\right].
\]

The last term is the tail towards the surface. The formula holds for \(L\ne w\); at \(L=w\) two terms diverge with opposite signs and the limit must be taken.

This result and its pipe-free cases were tested against the numerical sputtering, with the same 0.005 nm cells, for four samples: control, lattice diffusion only, and \(f=0.05\) with \(L=10\) nm or \(L=3\) nm. From \(x=-45\) to 60 nm, wherever the signal exceeded \(10^{-5}\) of its peak, the largest relative difference was 0.71 %.

## Long pipes and short pipes

If \(L>w\), the pipe term decays more slowly than the mixing term and wins at sufficient depth. Using the deep form of \(E\), the ratio of the two is

\[
\frac{fB/L}{(1-f+fA)/w}\exp\!\left[\frac{s^2}{2}\left(\frac1{L^2}-\frac1{w^2}\right)+y\left(\frac1w-\frac1L\right)\right].
\]

For \(L=10\) nm this is about 0.6 at \(x=25\) nm. Over the next 20 nm it grows by \(e^{20(0.25-0.10)}=e^3\), to about 12. A fit over this range straddles the changeover and returns 6.99 nm, which is neither \(w\) nor \(L\). The rms departure of the logarithm from the line is only 0.064, so the plot still looks fairly straight. Taking 6.99 nm for \(L\) would give \((6.99/10)^2=0.49\) of the true \(D_p\). Even when pipes are present, the fitted slope need not be theirs.

If \(L<w\), the mixing term wins instead. For \(L=3\) nm the fitted length is 4.01 nm, practically that of the control. A slope that agrees with the control therefore does not exclude pipes; it says that any pipe trips are too short, or too few, to show in that range.

Height carries some of the missing information, but lattice diffusion raises the tail too. Its contribution can be removed through the width. Variances add under convolution, so the rise from control to annealed sample is

\[
\Delta V=2Dt+2fL^2,
\]

since the two-sided exponential has variance \(2L^2\). Let \(g\) be the tail gain, annealed over control at equal tracer dose, and define

\[
X=\ln g-\frac{\Delta V}{2w^2}.
\]

For lattice diffusion alone, \(\ln g=Dt/w^2\) and \(\Delta V=2Dt\), so \(X=0\) in the deep tail. For short pipes put \(\eta=L^2/w^2<1\). The coefficient of the mixing term gives

\[
g=e^{Dt/w^2}\left[1-f+\frac{f}{1-\eta}\right]=e^{Dt/w^2}\left[1+\frac{f\eta}{1-\eta}\right],
\]
\[
X=\ln\!\left[1+\frac{f\eta}{1-\eta}\right]-f\eta .
\]

This is positive. Convexity of the exponential gives \(e^{f\eta}\le1+f(e^\eta-1)\). Comparing the power series of \(e^\eta\) and \(1/(1-\eta)\) term by term gives \(e^\eta<1/(1-\eta)\). Together they yield \(e^{f\eta}<1+f\eta/(1-\eta)\). For \(L>w\) the gain has no deep limit but keeps growing with depth.

Evaluated over 30 to 45 nm, the three annealed samples give:

- Lattice only: \(g=2.46\), \(\Delta V=28.8\) nm², \(X=0.000\).
- Long pipes: \(g=8.21\), \(\Delta V=38.8\) nm², \(X=2.105-1.212=0.893\).
- Short pipes: \(g=2.59\), \(\Delta V=29.7\) nm², \(X=0.025\).

The deep limit for the short pipes is 0.034. The window value is lower because \(B=-1.5\) is negative there, and its term fades relative to the mixing tail only as \(e^{-x/12\,{\rm nm}}\).

Is \(X=0.025\) measurable? With \(10^5\) counts per nm at the control peak, the window holds 158 counts for the control and 409 for the short-pipe sample. The statistical error of \(\ln g\) is \(\sqrt{1/158+1/409}=0.094\), nearly four times the signal. The long pipes stand out clearly; the short ones are lost on this side. A control is necessary for the inference, but it does not make every pipe visible.

## The other side of the marker

In this model mixing has a direction: it drags tracer along with the receding surface, and its response has a sharp front at \(x=-w\). Measured responses usually also have a leading exponential, shorter than the trailing one, so the contrast found below is a best case. Pipes carry tracer both ways. The shallow side of a buried marker therefore offers a second comparison. The reference is a pipe-free profile with \(w\) and the roughness taken from the control and the total variance taken from the annealed profile itself.

Between \(x=-35\) and \(-25\) nm, the long-pipe sample gives about 1200 counts, 10.5 times the reference. The short-pipe sample gives about 52 counts, 2.8 times the reference, which would thus have about 19. The excess of some 34 counts is well above the counting error of the reference, \(\sqrt{19}\approx4\), provided that the detector background is much smaller and the reference is accurate. It is sensitive: with no pipes at all, a \(w\) taken 5 % too large gives a false ratio of 1.4, and a total variance 3 % too small gives 1.5. A leading exponential of length 1.5 nm in the response would also give a false ratio of 1.5 against this formula. The safer reference is the measured control broadened by a Gaussian to the same variance; against it, with that leading edge, the short-pipe ratio drops to about 1.7. A tracer layer on the surface has no shallow side, and this check is lost.

Neither a positive \(X\) nor a shallow excess identifies dislocations by itself. Suppose that the analysed area contains regions with different lattice diffusivities \(D_i\) and no pipes. The gain is then the average of \(e^{D_it/w^2}\), while \(\Delta V/2w^2\) is the average of \(D_it/w^2\). The logarithm of the first exceeds the second, again by convexity, so \(X>0\). What the comparison rejects is a single Gaussian anneal kernel. Assigning the rest to dislocations needs further evidence, such as a dependence on their measured density.

## How good the control must be

The parameters are illustrative; a tail length of a few nanometres is reasonable for a beam of a few keV. The pipe fraction is far from typical of a good crystal. If each dislocation collects tracer from an area \(\pi Dt\), then \(f=0.05\) needs a density of about \(1.1\times10^{11}\) cm⁻², as in a very defective film. With a hundred times fewer dislocations, the depth at which the long-pipe term overtakes mixing moves down by about \(\ln100/(0.25-0.10)\approx31\) nm, where the mixing tail is weaker by a further factor of about 2000. Real beams also break the assumption of one fixed mixing length, since \(w\) depends on beam and material. If the control is measured with a \(w\) that is 10 % too large, its signal between 30 and 45 nm rises by a factor of 1.93, comparable to the whole effect of the anneal. The control should therefore be a piece of the same film, measured with the same beam settings, and its slope should be reproducible to much better than 10 %.

An anneal may also roughen the surface. If \(\sigma\) rises from 1.5 to 2.5 nm, the added variance of \(6.25-2.25=4\) nm² passes for \(Dt=2\) nm², 14 % of the true value. Being Gaussian, it leaves \(X\) at zero: it falsifies the lattice diffusivity but does not imitate pipes in this test. If the anneal changes the composition so that the mixing itself changes, the relation \(M=C\otimes K\) fails, and an unheated control no longer represents the response.

Three other idealizations matter less here. With the estimated \(k\), about 1.7 % of pipe trips would be unfinished when the anneal ends, and 0.017 % of the long-pipe trips would, in an unbounded solid, end beyond the plane of the surface. A marker 1 nm thick would raise the mixing tail by 0.26 %, equally in control and sample, and a tail dominated by long pipes by less. The numerical output lists these values with the rest.

The tail that opened this essay has a slope set by the beam and a height set jointly by the beam and lattice diffusion. Judged by its slope alone, this deep tail could pass for pipe diffusion, although its height would require most of the tracer to have used pipes and the shallow side of the marker shows no matching tail. Beside the control, its slope is unchanged and its growth is accounted for by the broadening of the core. No pipes are needed to explain it, though within a counting error of about 0.09 in \(X\) the deep side alone could not exclude short ones.

## Calculated quantities

```
mixed zone w = 4.0 nm, roughness = 1.5 nm, marker depth = 80 nm
D = 2.0e-17 cm2/s, t = 7200 s, D t = 14.40 nm2, sqrt(2Dt) = 5.37 nm
pipe fraction f = 0.05, long L = 10 nm, short L = 3 nm
sputter simulation against closed form, largest relative gap:
  control: 0.71 %
  lattice only: 0.62 %
  long pipes: 0.14 %
  short pipes: 0.61 %
surface layer, mixing vs pipe trips (L = w), 2-30 nm: gap 0.46 %
straight-line fit of ln(signal), x = 25 to 45 nm:
  control: decay length 4.00 nm, rms misfit of ln 0.0000
  lattice only: decay length 4.00 nm, rms misfit of ln 0.0000
  long pipes: decay length 6.99 nm, rms misfit of ln 0.0643
  short pipes: decay length 4.01 nm, rms misfit of ln 0.0009
control variance = 18.25 nm2
against control: variance rise, tail gain (30-45 nm), index X:
  lattice only: 28.80 nm2, 2.46, -0.000
  long pipes: 38.80 nm2, 8.21, 0.893
  short pipes: 29.70 nm2, 2.59, 0.025
predicted lattice-only gain exp(Dt/w^2) = 2.46
shallow side, x = -35 to -25 nm, against pipe-free profile of equal variance:
  long pipes: ratio 10.49, counts 1197.6
  short pipes: ratio 2.81, counts 52.5
pipe radius = 0.5 nm, release rate k = D/a^2 = 8.0e-03 1/s
false D_p from pipe-free tail = 1.28e-15 cm2/s, false D_p/D = 64
D_p of the long-pipe sample = 8.00e-15 cm2/s, D_p/D = 400
neglected effects:
  control peak 1e+05 counts/nm; tail counts: control 158, short pipes 409
  counting noise of ln(gain) = 0.094
  roughening to 2.5 nm: false D t = 2.00 nm2
  control with w 10 % larger: tail changes by factor 1.93
  marker 1 nm thick: tail factor 1.0026, variance +0.083 nm2
  pipe trips unfinished at end of anneal = 1.7 %
  long-pipe trips that would cross the surface = 0.017 %
  dislocation density scale f/(pi D t) = 1.1e+11 1/cm2
```
